# Coherent position and coherent fraction from dipole photoelectron yield in standing waves, part 2

Atoms above a crystal are illuminated by an X-ray wave and its coherent Bragg reflection. The yield $Y$ is the number of photoelectrons from one core level, divided by the number far from the reflection. The task is to find the atoms' heights and their order from $Y$.

Hartree atomic units are used unless others are stated; $c$ is at first the speed of light. Fields $E$ vary as $e^{-i\omega t}$. The $z$ axis is the outward surface normal, with $z=0$ on a bulk diffracting plane, extended upward if necessary. The plane spacing is $d$, and $H=2\pi/d$. The reflected-to-incident amplitude ratio is $r=\sqrt R\,e^{-i\nu}$, with reflectivity $R$ and phase $\nu$. Antinodes lie where $\nu=Hz$, up to a multiple of $2\pi$.

For parallel polarizations and dipole emission (the "dipole formula"),

$$
Y=1+R+2\sqrt R\,F\cos(\nu-2\pi P),\qquad
X\equiv Fe^{2\pi iP}=\langle e^{iHz}\rangle .
$$

Here $F$ is the coherent fraction, $P$ the coherent position, and the average is over emitter heights. If a fraction $f_o$ has a Gaussian height distribution with mean $\bar z$ and rms spread $\sigma$, and the rest is uniform over whole spacings,

$$
F=f_o e^{-H^2\sigma^2/2},\qquad P=\frac{\bar z}{d}\ \text{modulo }1 .
$$

Two equally filled sites a distance $s$ apart give $F=|\cos(\pi s/d)|$.

The closing numerical output also lists two earlier checks. For a p shell, with radial amplitudes $a$ and $b$ of the outgoing s and d waves, the angular asymmetry parameter is

$$
\beta=\frac{2|b|^2-4\,\mathrm{Re}\,a^*b}{|a|^2+2|b|^2}.
$$

For general unit polarization vectors $\mathbf e_0$ (incident) and $\mathbf e_H$ (reflected), and emission direction $\mathbf n$, the wave weights are

$$
S_{ab}=\left(1-\frac\beta2\right)\mathbf e_a\cdot\mathbf e_b
+\frac{3\beta}{2}(\mathbf e_a\cdot\mathbf n)(\mathbf e_b\cdot\mathbf n),
$$

where $a$ and $b$ label the waves. An s shell has $\beta=2$. That check has the detector $15^\circ$ above the surface, in the scattering plane, on the side toward which the beam travels. The angle-integrated interference factor is $\mathbf e_0\cdot\mathbf e_H$.

### How the crystal moves the standing wave

At normal incidence the field obeys $E''+K^2(1+\chi)E=0$, where $K=2\pi/\lambda$ is the vacuum wavenumber, $\lambda$ the wavelength and $\chi$ the susceptibility. A free electron in the field has displacement $x=E/\omega^2$ in atomic units. With electron density $n$ the polarization is $-nE/\omega^2$, and $\chi=-4\pi n/\omega^2$. Since $\omega=cK$ and the classical electron radius is $r_e=1/c^2$,

$$
\chi=-\frac{r_e\lambda^2 n}{\pi}.
$$

For bound electrons in a crystal, $n$ is replaced by the atomic density times $f_1-if_2$. The part $f_2$ describes absorption, which makes the imaginary part of $\chi$ positive for the time factor used here. The mean $\chi_0$ uses the forward values of $f_1$ and $f_2$. The component $\chi_H$ that varies with the planes uses the values for Bragg scattering.

Keep these two components, $\chi=\chi_0+2\chi_H\cos Hz$, with equal coefficients of $e^{iHz}$ and $e^{-iHz}$ because the crystal is taken as centrosymmetric. The incident wave travels toward negative $z$. Write

$$
E=A(z)e^{-iHz/2}+B(z)e^{iHz/2}.
$$

The envelopes $A$ and $B$ vary slowly, so their second derivatives are dropped. With

$$
\Delta=K^2(1+\chi_0)-\frac{H^2}{4},\qquad c=K^2\chi_H
$$

(from here on $c$ is this coupling, except in the ratio $v/c$), collecting equal exponentials gives

$$
-iHA'+\Delta A+cB=0,\qquad iHB'+\Delta B+cA=0 .
$$

The wave must decay into the crystal, toward negative $z$. Put $A,B\propto e^{\mu z}$ with $\mathrm{Re}\,\mu>0$. The two equations become $(\Delta-iH\mu)A+cB=0$ and $(\Delta+iH\mu)B+cA=0$. They are compatible if $\Delta^2+H^2\mu^2=c^2$. The ratio $B/A$ is then

$$
r=-\frac{\Delta-i\sqrt{c^2-\Delta^2}}{c},
\qquad \mathrm{Re}\sqrt{c^2-\Delta^2}>0 .
$$

Matching to vacuum changes the amplitudes by terms of order $\chi$, which are neglected.

Without absorption $c$ is negative and real. For $|\Delta|<|c|$ the modulus of $r$ is 1. At $\Delta=-|c|$, $r=-1$ and $\nu=\pi$: the nodes lie on the atomic planes. At $\Delta=0$, $r=-i$ and $\nu=\pi/2$. At $\Delta=|c|$, $r=1$ and $\nu=0$: the antinodes lie on the planes. Raising the photon energy thus moves the antinodes by half a spacing. This controlled movement makes the position of the emitters measurable.

### Recovering the two unknowns

Subtract the known part of the yield and divide by the known amplitude:

$$
\frac{Y-1-R}{2\sqrt R}=F\cos(\nu-2\pi P).
$$

Plotted against $\nu$, the left side is a cosine. Its amplitude is $F$, and its maximum, or the extrapolated maximum, lies at $\nu=2\pi P$. This is the precise sense in which modulation gives the coherent fraction and phase gives the coherent position. The raw height of the yield peak does not do so, because it also contains $R$.

For a fit, the division by $\sqrt R$ is best avoided, since it magnifies noise where the reflection is weak. Write $X=x+iy$, so that $x=F\cos2\pi P$ and $y=F\sin2\pi P$. Then

$$
Y-1-R=2\sqrt R\,(x\cos\nu+y\sin\nu),
$$

which is linear in $x$ and $y$. Two energies suffice if both have $R\neq0$ and $\sin(\nu_2-\nu_1)\neq0$, because the determinant of the two equations is $4\sqrt{R_1R_2}\sin(\nu_2-\nu_1)$.

With many energies, let row $m$ of a matrix $G$ be $2\sqrt{R_m}(\cos\nu_m,\sin\nu_m)$, and let $D_m=Y_m-1-R_m$. Setting the derivatives of $\sum_m(D_m-G_{m1}x-G_{m2}y)^2$ to zero gives

$$
\begin{pmatrix}x\\y\end{pmatrix}=(G^TG)^{-1}G^TD .
$$

If the points have independent noise of rms size $\epsilon$, the covariance of $(x,y)$ is $C=\epsilon^2(G^TG)^{-1}$. A small change along $\mathbf u=(\cos2\pi P,\sin2\pi P)$ alters $F$. One along the perpendicular unit vector $\mathbf t$ turns the phase by the change divided by $F$. Hence

$$
\sigma_F=\sqrt{\mathbf u^TC\mathbf u},\qquad
\sigma_P=\frac{\sqrt{\mathbf t^TC\mathbf t}}{2\pi F}.
$$

These are first-order error formulas, valid when the errors are small compared with $F$. For the same scan, noise and $P$, the position error varies as $1/F$.

### A layer above Au(111)

The example uses a rough gold lattice parameter of 0.408 nm. The (111) spacing is $0.408/\sqrt3=0.2356$ nm, and the Bragg energy at normal incidence is 2631.7 eV. For illustration, $f_1$ and $f_2$ are set to 55 and 20 electrons in the forward direction, 45 and 19 for the reflection. These are model inputs, not tabulated values for gold. They give $\chi_0=(-6.45+2.35i)\times10^{-4}$ and $\chi_H=(-5.28+2.23i)\times10^{-4}$.

The centre of the reflection, $\mathrm{Re}\,\Delta=0$, lies above the Bragg energy by the fraction $-\mathrm{Re}\,\chi_0/2$, or 0.85 eV. Without absorption the region $|\Delta|<|c|$ would have a width of $|\mathrm{Re}\,\chi_H|$ times the energy, about 1.4 eV.

On the scan grid of 0.05 eV the largest reflectivity is 0.77, at an offset of 0.20 eV. Between grid points the maximum is 0.775, near 0.19 eV. It lies on the low-energy side of the centre. Without absorption $R$ would be symmetric in $\Delta$, so the asymmetry is due to absorption. The absorbed power per unit depth is proportional to

$$
\mathrm{Im}\chi_0(1+R)+2\,\mathrm{Im}\chi_H\sqrt R\cos\nu .
$$

For $R=1$ this is $0.23\times10^{-4}$ with nodes on the planes, but $9.1\times10^{-4}$ with antinodes there.

Absorption also shifts the limits of $\nu$. Far from the reflection $r\approx-c/(2\Delta)$, whose phase contains that of $\chi_H$. Over the scan from $-3$ to 5 eV, $\nu$ falls from $1.10\pi$ to $0.15\pi$. As a check on the envelope approximation, the wave equation was also solved through the full periodic profile, with a second harmonic added to $\chi$. The largest difference in $r$ over the scan was $1.4\times10^{-4}$.

The model layer has mean height 0.330 nm, rms spread 0.010 nm and ordered fraction 0.80. The Gaussian factor is 0.965, so $F=0.80\times0.965=0.772$. The position is $P=0.330\sqrt3/0.408-1=0.401$.

Synthetic yields were computed from the full wave field by summing over the heights. At offsets of 0.5 and 1.5 eV they are 2.7679 and 1.3012. The reflectivities are 0.6217 and 0.2244, and the phases $0.6928\pi$ and $0.3364\pi$. Dividing $Y-1-R$ by $2\sqrt R$ gives

$$
-0.5693x+0.8221y=0.7268,
$$

$$
0.4916x+0.8708y=0.0811 .
$$

The solution is $x=-0.629$, $y=0.448$. Its length is $F=0.773$. Its angle lies in the second quadrant and gives $P=0.401$. The fit to all 161 energies gives $F=0.772$ and $P=0.401$.

The heights allowed by the fitted position are $(m+P)d$ with integer $m$: 0.095, 0.330 and 0.566 nm for the first three. The yield cannot choose among them. Higher orders of the same planes cannot either, since a shift by $d$ leaves their phases unchanged. A chemical argument can decide. If the lateral site is known, a reflection from suitably inclined planes, such as (200), can separate these three heights. It cannot separate heights that differ by $3d$, because that shift is a lattice translation of the crystal. The height refers to extended bulk planes. If the outermost gold layer is displaced, its displacement must be taken into account before a bond length is inferred.

In vacuum the phase difference between the waves grows as $2Kz$, whereas the formula uses $Hz$. The crystal is taken to end half a spacing above its last plane. Where $R>0.1$, the slip accumulated from there to the mean height is at most 0.0043 rad, or 0.0007 in $P$. This is small for the example.

For noise of 1 percent of the off-Bragg yield at each point, the error formulas give $\sigma_F=0.0015$ and $\sigma_P=0.0003$, or 0.08 pm in height. A simulation of 4000 noisy scans agrees within 6 percent for both errors. These numbers assume the same noise at every point. Counting noise grows as $\sqrt Y$; with 1 percent off-Bragg it raises the errors of this unweighted fit to about 0.0024 and 0.0004. They describe noise alone and are not the accuracy of a measurement.

### When the dipole formula fails

The largest correction sized here comes from the change of the light's phase across the atom, called retardation. Take a 1s orbital proportional to $e^{-Zr}$, and a fast final electron described by a plane wave of momentum $\mathbf p$. In this paragraph $r$ in the exponent is the distance from the nucleus. A light wave of wavevector $\mathbf k$ gives the amplitude $(\mathbf e\cdot\mathbf p)\,\varphi(\mathbf p-\mathbf k)$, since $\mathbf e\cdot\mathbf k=0$. The Fourier transform of the orbital follows from

$$
\frac1q\int_0^\infty r e^{-Zr}\sin(qr)\,dr
=\frac1q\,\mathrm{Im}\frac{1}{(Z-iq)^2}
=\frac{2Z}{(Z^2+q^2)^2}.
$$

The reflected wave has wavevector $-\mathbf k$. Let $\theta$ be the angle between the electron and the incident beam. Energy conservation gives $Z^2+p^2=2\omega$. Neglecting $k^2$ beside $2\omega$, and using $pk/\omega=v/c$ with $v$ the electron speed and $c$ the speed of light, the reflected amplitude has the relative weight

$$
\rho=\left[\frac{1-(v/c)\cos\theta}{1+(v/c)\cos\theta}\right]^2
\approx1-4\frac vc\cos\theta .
$$

The yield becomes

$$
Y=1+\rho^2R+2\rho\sqrt R\,F\cos(\nu-2\pi P).
$$

In this model the correction vanishes for emission at right angles to the beam. The plane wave also makes $\rho$ real. In an atomic potential the outgoing p and d waves have different phase shifts, which give $\rho$ a phase as well. That phase is left out here; it can change the height shift found below by an amount of the same order.

Let the 1s level be bound by 300 eV. The electron then has 2332 eV and $v/c=0.0955$. For emission $15^\circ$ above the surface, $\cos\theta=-\sin15^\circ$, and the first-order formula gives $\rho=1.099$. The numerical Fourier transform gives 1.104. If the resulting yield is fitted with the dipole formula, $F$ comes out as 0.940 instead of 0.772, and the height is too small by 1.3 pm.

The reason can be read from the yield. The excess $(\rho^2-1)R$ equals $2\,\mathrm{Re}(r\,\delta X)$ with $\delta X=(\rho^2-1)\sqrt R\,e^{i\nu}/2$. The interference itself gives $\rho F=0.852$. At 0.5 eV, $\delta X$ has length 0.086 and phase $0.69\pi$, close to the phase $0.80\pi$ of $X$. Their vector sum has length 0.93 and a slightly smaller phase. This is only an estimate at one energy where the reflection is strong: $\delta X$ changes with energy, and a single yield does not fix it uniquely. The bias itself comes from the fit over the whole scan.

Photon bandwidth acts differently. Averaging over photon energy gives

$$
\langle Y\rangle=1+\langle R\rangle+2\,\mathrm{Re}(\langle r\rangle X).
$$

Both averages must be used in the fit. With an rms bandwidth of 0.3 eV, ignoring them gives $F=0.664$ and shifts the height by $-0.2$ pm.

### The model beside a real measurement

Flat organic layers on gold lie at heights of roughly 0.3 nm, and the carbon 1s level is bound by roughly 285 eV, so the example lies in the regime of such layers. Its scattering factors are illustrative. The quoted random errors belong to a scan of 161 points. With a quarter as many points over the same range and the same noise per point, the random errors would double.

When electrons are collected away from right angles to the beam, retardation in general breaks the assumption of purely dipole emission. In this example that raises $F$ by 22 percent of its true value, while the neglected bandwidth lowers it by 14 percent. The height moves by 1.3 pm in the first case, as estimated with a plane-wave final state, and by 0.2 pm in the second. For this layer, position is much less sensitive than coherent fraction to the two errors, but that is not a general rule. At $P=0.40$ both height shifts lie near a change of sign. With the same $F$ and crystal but other values of $P$, retardation moves the height by up to about 4 pm and the neglected bandwidth by up to about 2 pm, in either direction. At $P=0.75$ retardation leaves $F$ almost unchanged and lowers the height by 2.5 pm. The shifts also depend on the assumed absorption: with $f_2$ raised to 29 and 28 electrons they become $-0.7$ and $-0.5$ pm at $P=0.40$. Crystal mosaicity and elastic electron scattering have not been sized here. The values for the main example are in the numerical output.

## Numbers as computed

```
Au lattice parameter (rough): 0.408 nm; d(111): 0.2356 nm
Bragg energy at normal incidence: 2631.7 eV
f1, f2 forward (rough): 55, 20 electrons
f1, f2 Bragg (rough): 45, 19 electrons
chi_0: -6.449e-04 +2.345e-04 i (no unit)
chi_H: -5.276e-04 +2.228e-04 i (no unit)
refraction shift of centre: 0.849 eV
peak reflectivity: 0.773 at offset 0.20 eV
largest |r| error, envelope vs full wave: 1.4e-04 (no unit)
offset from Bragg energy (eV), R, nu/pi, yield Y (no unit):
  -3.00  0.0096  1.1036  1.0975
  -1.00  0.0436  1.0810  1.2492
   0.00  0.2867  1.0291  1.9116
   0.50  0.6217  0.6928  2.7679
   1.00  0.4141  0.4927  1.9731
   1.50  0.2244  0.3364  1.3012
   2.00  0.1023  0.2429  1.0093
   3.00  0.0310  0.1815  0.9291
   5.00  0.0083  0.1530  0.9436
layer mean height: 0.330 nm; rms spread: 0.010 nm
ordered fraction: 0.80; Gaussian factor: 0.9651
from height sum: F = 0.7720, P = 0.4009
from fit of whole scan: F = 0.7718, P = 0.4013
from 0.5 and 1.5 eV only: F = 0.7726, P = 0.4015
heights allowed by fitted P: 0.0945, 0.3301, 0.5656 nm
noise per point: 1.0 % of off-Bragg yield; points: 161
predicted errors: F 0.0015, P 0.00032, height 0.076 pm
simulated errors: F 0.0015, P 0.00033
two equal sites at 0.31 and 0.35 nm: F = 0.8610
single Gaussian site with same F: rms 0.0205 nm
p-shell test: |a| = 0.7, |b| = 1.1, phase 0.9 rad, beta = 0.1737
1s binding energy: 300 eV; kinetic energy: 2331.7 eV
electron speed / light speed: 0.0955
emission elevation above surface: 15 degrees
retardation ratio rho: 1.1037; first order: 1.0989
dipole fit of retarded yield: F = 0.9404, P = 0.3953
height bias from retardation: -1.32 pm
rms photon bandwidth: 0.3 eV
fit ignoring bandwidth: F = 0.6645, P = 0.3999
height bias from bandwidth: -0.23 pm
largest phase slip (2K-H)(z-d/2) where R > 0.1: 0.0043 rad
Bragg angle 80 degrees, in-plane polarization, s shell:
  S_HH/S_00 = 0.8277, S_0H/S_00 = 0.9098
  angle-integrated interference factor: 0.9397
```
